# The level-set equation for a surface moving at normal speed F

## Definitions and conventions

A solid meets a gas along a surface that moves because material is deposited or etched. Describe it by a function $\phi(\mathbf x,t)$ with

- $\phi<0$ in the solid,
- $\phi>0$ in the gas,
- $\phi=0$ on the surface.

Near the surface, $\phi$ is assumed to have continuous first derivatives and a gradient that is not zero. The unit normal is

$$\mathbf n=\frac{\nabla\phi}{|\nabla\phi|}.$$

The normal speed $F$ is the speed of the surface along $\mathbf n$. Since $\phi$ grows in the direction of its gradient, $\mathbf n$ points from solid to gas. Deposition therefore has $F>0$ and etching has $F<0$. The statement to be derived is

$$\phi_t+F|\nabla\phi|=0\qquad\text{on the surface},$$

where $\phi_t$ is the time derivative at a fixed place. The pictures below are two-dimensional, with $x$ horizontal and $z$ upward.

## A flat surface

Let the solid fill $z<H(t)$. The normal points upward, so $F=dH/dt$. A suitable function is $\phi=b\,(z-H(t))$ with any constant $b>0$. Its derivatives are

$$\phi_t=-b\frac{dH}{dt}=-bF,\qquad |\nabla\phi|=b.$$

Their combination is $\phi_t+F|\nabla\phi|=-bF+Fb=0$.

This case shows what the gradient magnitude does. At a fixed place, $\phi$ changes faster if it is steep, although the surface moves no faster. The ratio $-\phi_t/|\nabla\phi|$ removes the arbitrary steepness $b$ and leaves a speed.

The sign can be read in the same way. If the solid grows, a fixed point near the surface comes closer to being solid, so $\phi$ falls there: $\phi_t<0$ goes with $F>0$.

## A growing circle, and the place where the equation holds

Now let the solid be a disc of radius $1+t$, in dimensionless units, so that $F=1$. With $r$ the distance from the centre, choose

$$\phi=r^2-(1+t)^2.$$

It is negative inside the disc and positive outside, as required. Then

$$\phi_t=-2(1+t),\qquad |\nabla\phi|=2r,$$

$$\phi_t+F|\nabla\phi|=2\,[\,r-(1+t)\,].$$

This vanishes on the surface, $r=1+t$, but not elsewhere. At $t=0.5$ the surface is at $r=1.5$; at $r=1.65$ the left side is $2(1.65-1.5)=0.30$.

The function is a valid description of the surface all the same. The motion of the surface thus fixes the equation on the zero contour and says nothing about other points. The choice $\phi=r-(1+t)$ has $\phi_t=-1$ and $|\nabla\phi|=1$, and obeys the equation at every $r>0$. Having the equation hold away from the surface is a choice of $\phi$.

## Any smooth surface

**The gradient is normal to the surface.** At a fixed time, draw a curve $\mathbf X(s)$ within the surface. Along it $\phi(\mathbf X(s),t)=0$, and differentiation with respect to $s$ gives

$$\frac{d\mathbf X}{ds}\cdot\nabla\phi=0.$$

Every tangent direction is perpendicular to $\nabla\phi$, so $\mathbf n$ is indeed the normal.

**Follow a moving point.** Let $\mathbf X(t)$ be a point that stays on the surface as time passes. Then $\phi(\mathbf X(t),t)=0$ at all times considered. The value of $\phi$ at the point changes for two reasons: $\phi$ changes in time, and the point changes place. The chain rule adds them:

$$\phi_t+\frac{d\mathbf X}{dt}\cdot\nabla\phi=0.$$

Split the velocity into a normal part and a part $\mathbf v_\parallel$ along the surface:

$$\frac{d\mathbf X}{dt}=F\mathbf n+\mathbf v_\parallel,\qquad \mathbf v_\parallel\cdot\mathbf n=0.$$

With $\nabla\phi=|\nabla\phi|\,\mathbf n$, the product is

$$\frac{d\mathbf X}{dt}\cdot\nabla\phi=|\nabla\phi|\,(F\,\mathbf n\cdot\mathbf n+\mathbf v_\parallel\cdot\mathbf n)=F|\nabla\phi|.$$

Insertion into the chain rule gives

$$\boxed{\phi_t+F|\nabla\phi|=0\quad\text{on }\phi=0.}$$

Sliding along the surface has dropped out. It relabels points without changing the shape.

**The converse.** Suppose a smooth $\phi$ obeys the equation on its zero contour. Start at a contour point $\mathbf x$, wait a short time $\delta t$, and ask how far along $\mathbf n$ the contour has gone. Call this distance $\delta s$. To first order,

$$0=\phi(\mathbf x+\delta s\,\mathbf n,\,t+\delta t)\approx \phi(\mathbf x,t)+\delta s\,\mathbf n\cdot\nabla\phi+\delta t\,\phi_t.$$

The first term on the right is zero and $\mathbf n\cdot\nabla\phi=|\nabla\phi|$. Hence, as $\delta t\to0$,

$$\frac{\delta s}{\delta t}\to-\frac{\phi_t}{|\nabla\phi|}=F.$$

The division is allowed because the gradient is not zero.

**Freedom in $\phi$.** Replace $\phi$ by $\psi=q\phi$, where $q(\mathbf x,t)$ is smooth and positive. The product rule gives

$$\psi_t=q\phi_t+q_t\phi,\qquad \nabla\psi=q\nabla\phi+\phi\nabla q.$$

On the surface $\phi=0$, so the second terms vanish and $-\psi_t/|\nabla\psi|=-\phi_t/|\nabla\phi|$. The position-dependent factor $q$ cancels, as the constant $b$ did for the flat surface.

**A numerical case.** Take an ellipse with semi-axes $2+0.3t$ and $1+0.5t^2$, turned by the angle $0.4t$, with its centre at $x=0.2t$. At $t=0.7$, choose the point with parameter $0.1$ on the ellipse. Differentiating the parametrized curve numerically and projecting its velocity on the normal gives $F=0.590956$. The ratio $-\phi_t/|\nabla\phi|$, from an implicit equation of the ellipse multiplied by a varying positive factor, gives $0.590956$. So does the distance along the normal between the contours at $t-10^{-4}$ and $t+10^{-4}$, divided by the elapsed time $2\times10^{-4}$. A single forward step reaches this value only as the step shrinks.

**Extension to all points.** A calculation on a grid needs $\phi$ away from the surface too. One extends $F$ to neighbouring points and imposes the equation there. The converse argument, applied to $\phi-k$, then shows that each smooth contour $\phi=k$ moves with the extended speed at its own location. For smooth motion, the zero contour still has the prescribed surface speed.

## A surface given by its height

If the surface can be written $z=h(x,t)$, use $\phi=z-h(x,t)$. Then

$$\phi_t=-h_t,\qquad |\nabla\phi|=\sqrt{1+h_x^2},$$

and the general equation becomes

$$h_t=F\sqrt{1+h_x^2}.$$

The limit $h_x=0$ returns $h_t=F$. For a plane tilted by an angle $\theta$, $h_x=\tan\theta$ and $h_t=F/\cos\theta$. This is plain geometry: a vertical line crosses the gap between two parallel tilted planes obliquely, so its length is the normal distance divided by $\cos\theta$. A vertical wall has no finite $h_x$, and the height form fails there although $\phi$ can remain smooth.

## An etch speed that depends on slope

Consider maskless plasma etching by two agents. Neutral species remove material at the rate $R_c$ on every facet. Ions arriving vertically remove a flat surface at the rate $R_i$.

On a tilted facet, the ions within a horizontal width $dx$ spread over the length $ds=dx/\cos\theta$. The flux per surface area is multiplied by the factor $dx/ds=\cos\theta=n_z$. If each ion removes the same amount at any angle, and no part of the surface shades another,

$$F=-(R_c+R_i n_z),\qquad n_z=\frac{\phi_z}{|\nabla\phi|}\ge0.$$

Substitution into the level-set equation gives

$$\phi_t=R_c|\nabla\phi|+R_i\phi_z.$$

Two limits separate the terms.

*Ions alone*, $R_c=0$. The solution is $\phi(x,z,t)=\phi_0(x,z+R_it)$, because both $\phi_t$ and $R_i\phi_z$ then equal $R_i$ times the derivative of $\phi_0$ in its second argument. The whole profile moves down without changing shape. Tilted facets have a smaller normal speed, but just the one needed for the same vertical speed.

*Neutrals alone*, $R_i=0$. Every facet recedes at the normal speed $R_c$. A plane stays a plane, but a curved profile in general changes shape.

With both present, write $\phi(x,z,t)=\chi(x,Z,t)$ with $Z=z+R_it$. The chain rule gives $\phi_t=\chi_t+R_i\chi_Z$, while $\phi_z=\chi_Z$. The ion terms cancel, leaving

$$\chi_t=R_c|\nabla\chi|.$$

In a frame descending at $R_i$, the etch is isotropic.

## A groove with sharp rims

Let a long groove be cut into a flat surface at $z=0$. Its wall is part of a circle of radius $a$, whose centre lies at height $c$ above the flat, with $0<c<a$. The initial depth and half-width are

$$d=a-c,\qquad w_0=\sqrt{a^2-c^2}.$$

**The smooth parts.** For the arc, try

$$\phi_{\rm arc}=a+R_ct-\rho,\qquad \rho=\sqrt{x^2+(z-c+R_it)^2}.$$

It is positive within the circle, on the gas side. Its gradient has magnitude 1, and

$$\phi_z=-\frac{z-c+R_it}{\rho},\qquad \phi_t=R_c-R_i\frac{z-c+R_it}{\rho}=R_c+R_i\phi_z.$$

This is the etch equation with $|\nabla\phi|=1$. The arc stays circular, with radius $a+R_ct$ and centre height $c-R_it$. The flat part has $n_z=1$ and sinks to $-(R_c+R_i)t$.

**The rim.** At the rim there are two normals, and the smooth derivation does not apply. A physical rule is needed: in the descending frame, a point becomes gas once etching from any part of the initial gas has reached it, that is, once its distance from that gas is at most $R_ct$.

The initial gas is the union of the half-space $z>0$ and the circle's interior. The distance to a union is the smaller of the two distances. The later gas is therefore the union of the lowered half-space and the enlarged circle, described by

$$\phi=\max\left[z+(R_c+R_i)t,\ \phi_{\rm arc}\right].$$

The new rim is where the two boundaries cross, and it remains sharp.

**Depth.** The lowest point of the arc is at $c-R_it-(a+R_ct)$. Subtracting this from the height of the flat gives

$$-(R_c+R_i)t-[\,c-R_it-a-R_ct\,]=a-c=d.$$

The depth does not change, because bottom and flat both have vertical normals and recede equally.

**Width.** The flat lies below the circle's centre by

$$(c-R_it)+(R_c+R_i)t=c+R_ct.$$

Pythagoras' theorem gives the half-width $w$:

$$w^2=(a+R_ct)^2-(c+R_ct)^2=a^2-c^2+2R_c(a-c)t,$$

$$\boxed{w^2=w_0^2+2R_cd\,t.}$$

The squares of $R_ct$ cancel. The ion rate is absent because vertical translation cannot widen the groove.

**Rim speed.** Differentiation gives $2w\,dw/dt=2R_cd$. Let $\theta$ be the wall slope angle at the rim. Then $\sin\theta=w/(a+R_ct)$ and $\cos\theta=(c+R_ct)/(a+R_ct)$, so $d/w=(1-\cos\theta)/\sin\theta$ and

$$\frac{dw}{dt}=R_c\frac{1-\cos\theta}{\sin\theta}=R_c\tan\frac{\theta}{2}.$$

As $c\to0$ the initial rim wall becomes vertical, and the speed tends to $R_c$: a vertical wall receives no vertical ions. As $\theta\to0$ the rim speed vanishes. At long times $w$ grows as $\sqrt t$ while the radius grows as $t$, so $\sin\theta\to0$ and the groove becomes relatively shallow.

**The opposite case.** Uniform deposition at speed $D>0$ treats the same rim differently. A point is now solid once its distance from the initial solid is at most $Dt$. In the directions between the two rim normals, the nearest solid point is the old rim itself. As long as $Dt<a$, the new surface there is a circular arc of radius $Dt$ about that rim; later the arcs from the two rims cut each other off. Isotropic growth rounds this corner, whereas the etch keeps it sharp.

## Numbers for a silicon groove

Choose $R_c=200$ nm/min, $R_i=100$ nm/min, $a=1000$ nm, $c=600$ nm and an etch time of $2$ min. Initially $d=400$ nm, $w_0=800$ nm and the rim angle is $53.1^\circ$. The final half-width is

$$w=\sqrt{800^2+2(200)(400)(2)}\ \text{nm}=\sqrt{960000}\ \text{nm}\approx980\ \text{nm}=0.98\ \mu\text{m}.$$

The flat has sunk by $600$ nm and the groove is still $400$ nm deep. The rim angle has fallen to $44.4^\circ$, and the rim speed from $100$ to $82$ nm/min.

Local speeds show the difference between normal and vertical motion. At $x=400$ nm and the final time, the slope is $0.298$ and $\sqrt{1+h_x^2}=1.0435$. Thus

$$F=-(200+100/1.0435)=-295.8\ \text{nm/min},$$

$$h_t=1.0435\,F=-308.7\ \text{nm/min}.$$

The normal speed is smaller in magnitude than the flat's $300$ nm/min, yet the height at this $x$ falls faster.

The sharp-rim solution can be compared with a direct solution of the level-set equation by first-order upwind finite differences, which take slopes from the side the information comes from. At half depth, $z=-800$ nm, the final circle has radius $1400$ nm and centre height $400$ nm. The formula gives a half-width of $\sqrt{1400^2-1200^2}=721.1$ nm. Grids of $10$ and $5$ nm give $718.7$ and $719.9$ nm. The largest height error of the profile, relative to the formula, falls from $3.0$ to $1.4$ nm.

## Effects neglected in the model

The rates are chosen for illustration, with silicon in a fluorine-rich plasma near room temperature in mind. They are not derived from plasma conditions; for a real process they must be measured. The following inputs are also rough.

- **Heating.** With an activation energy of $0.1$ eV, warming from $300$ to $310$ K multiplies $R_c$ by $\exp[(0.1\ \text{eV}/k_B)(1/300-1/310)/\text K]=1.13$. If this lasts for the whole etch, the final half-width rises by about $2\%$, from $980$ to $1001$ nm.
- **Ion yield.** Let the wall recede at normal speed $V$ and the flat at $V_0$. Their crossing moves sideways at $(V-V_0\cos\theta)/\sin\theta$. Initially $V=200+100(0.6)=260$ nm/min, which gives $(260-180)/0.8=100$ nm/min. A yield $20\%$ higher on the wall, with the flat unchanged, makes $V=272$ nm/min and the rim speed $115$ nm/min; a yield $20\%$ lower gives $248$ and $85$ nm/min. Which sign applies depends on the etch mechanism and is not fixed by this model. The ion rate then does affect the width, and an angle-dependent yield need not preserve the circular arc.
- **Neutral supply.** Assume that $5\%$ of arriving neutrals react and the rest leave diffusely. The groove bottom sees a direct flux of $\sin[\arctan(w_0/d)]=0.894$ relative to the flat. Solving numerically for the flux exchanged between wall elements of the initial groove raises this to $0.994$. On the flat, neutrals remove $R_ct=400$ nm during the etch, a length that equals the groove depth only through the choice of numbers. The bottom therefore lags by about $0.0062\times400=2.5$ nm if that deficit persists. The width depends on the wall at the rim, where the direct share is $0.800$ and the total about $0.9885$; then $V=197.7+60=257.7$ nm/min and the initial rim speed falls from $100$ to about $97$ nm/min.
- **Ion directions.** A symmetric angular spread of $5^\circ$ rms in the plane of the cross-section multiplies the ion flux on every unshaded facet, the flat included, by the mean cosine of the tilt, $0.996$. If $R_i$ is the rate measured on the flat, it already contains this factor. Shading of the initial wall begins at a tilt of $90^\circ-53.1^\circ=36.9^\circ$.
- **Gas collisions.** At $10$ mTorr and $300$ K, a collision diameter of $0.5$ nm gives a mean free path $k_BT/(\sqrt2\pi\sigma^2p)=2.8$ mm, with $\sigma$ that diameter and $p$ the pressure. The groove is $1.6\ \mu$m wide at first, so collisions inside it are rare.

For these inputs, temperature and ion yield matter most: each changes a rate that controls the width by more than a tenth. The model also leaves out crystal anisotropy, redeposition, reflected ions and any dependence of the ion rate on neutral coverage. Their effects are not sized here, so $980$ nm is a result of the stated model, not a prediction for a real groove.

## When the contour disappears

A final case shows where the smooth equation stops. Let a solid slab $|z|<L$ be etched from both sides at rate $R$. Use

$$\phi=|z|-L+Rt,\qquad F=-R.$$

Away from $z=0$, $\phi_t=R$ and $|\nabla\phi|=1$, so the equation holds. The surfaces $z=\pm(L-Rt)$ meet at $t=L/R$, at the very place where $\phi$ has no gradient. Afterwards $\phi>0$ everywhere and no surface remains. The function still describes the material correctly, but a normal speed has no meaning once there is no surface to carry it.
